Fitted cluster interactions and the clusters left out of the fit

**The argument under comment**

The manuscript, a hypothetical one, considers a binary alloy on a ring of N = 12 sites. A spin s_i = +1 or −1 tells which species occupies site i. The energies are noise-free, and the training structures are random alloys with independent sites and mean spin m = 0.6, that is, 80 % of the +1 species. Every configuration enters with its probability, so there is no sampling error. A cluster expansion with four terms is fitted by least squares: a constant, a point term, a nearest-neighbour (nn) pair and a second-neighbour (2nn) pair. The root-mean-square (rms) residual is 1.4 meV/site, and the fitted 2nn pair interaction is +1.8 meV/site. With the energy written as +J s s′, a positive J favours unlike neighbours.

Its premises are that the energies carry no error, the fit is well conditioned and the residual is small. It concludes that the fitted numbers are the interactions of the alloy, and that second neighbours prefer to be unlike.

The premises can be granted. Does the conclusion follow?

**What a true interaction is**

The question needs a definition. For a cluster α, let s_α be the product of its spins and Π_α the average of that product over the translates of α around the ring. The energy per site is

e = Σ_α J_α Π_α.

J_α includes the number of such clusters per site, which is one for every nonempty cluster used here on the ring of 12 sites. Let ⟨…⟩ be the average with equal weight over all 2^N configurations. Each spin then averages to zero independently of the others, and s_i² = 1. A product s_α s_β therefore averages to zero unless the two clusters contain the same sites:

⟨s_α s_β⟩ = 1 if α = β, and 0 otherwise.

The total energy is E = N e. For a nonempty cluster with N distinct translates, E contains s_α once, with coefficient J_α, so

J_α = ⟨E s_α⟩, and J_0 = ⟨e⟩ for the constant.

These are the true interactions. They are coefficients in the basis of products of s = ±1, and another basis has other coefficients, a point that returns below.

**What least squares returns**

Let the rows of a matrix be the training structures and its columns the correlations Π_α. Call the kept columns A and the omitted ones B, with interactions J_A and J_B. The energies are

e = A J_A + B J_B.

Let W be the diagonal matrix of nonnegative structure weights, normalised to sum to one. The fit minimises (e − A Ĵ)ᵀ W (e − A Ĵ). Setting the derivative with respect to Ĵ to zero gives

Aᵀ W (e − A Ĵ) = 0, or G Ĵ = Aᵀ W e with G = Aᵀ W A.

If G can be inverted, inserting e gives

Ĵ = G⁻¹ Aᵀ W A J_A + G⁻¹ Aᵀ W B J_B = J_A + Z J_B,

Z = G⁻¹ Aᵀ W B.

This is the omitted-variable bias formula. Each column of Z holds the coefficients obtained when one omitted correlation is itself regressed on the kept ones. Whatever part of an omitted cluster the kept clusters can imitate on the training set is credited to them.

Since G is invertible, the bias b = Z J_B vanishes if and only if Aᵀ W B J_B = 0. For this to hold whatever the omitted interactions are, the whole matrix Aᵀ W B must vanish. None of the manuscript's premises says anything about this matrix. The residual does not reveal it either: by the normal equations, the residual is uncorrelated with every kept column, biased or not.

The formula assumes noise-free energies and no penalty term. Noise ε in the energies would add G⁻¹ Aᵀ W ε. With a penalty the formula no longer holds as written, because the penalty in general also distorts the contribution of the kept interactions J_A.

**The bias for a random alloy**

Let the omitted clusters be the compact triplet (sites 0, 1, 2), with interaction J_t, and the third-neighbour pair, with J_3. In a random alloy of mean spin m, write s_i = m + d_i. Then

⟨d_i⟩ = 0 and ⟨d_i²⟩ = 1 − m² = v,

where averages are now over the alloy. Because sites are independent, products of d on different clusters are uncorrelated. Let D_α be the site average of the product of d over cluster α. The triplet contains two nn pairs and one 2nn pair, so expanding (m + d_0)(m + d_1)(m + d_2) and averaging over the ring gives

Π_t = m³ + 3m² D_1 + m(2D_nn + D_2) + D_t.

The kept functions 1, Π_1, Π_nn, Π_2 span the same space as 1, D_1, D_nn, D_2. D_t is orthogonal to that space, so regression drops D_t and keeps the rest. To return to the original basis, use

D_1 = Π_1 − m,
D_nn = Π_nn − 2m Π_1 + m²,
D_2 = Π_2 − 2m Π_1 + m².

The constants add to m³ − 3m³ + 3m³ = m³, and the point terms to 3m² − 6m² = −3m². Hence

Π_t → m³ − 3m² Π_1 + 2m Π_nn + m Π_2.

In the same way Π_3 = m² + 2m D_1 + D_3. Dropping D_3 leaves

Π_3 → −m² + 2m Π_1.

The fitted values are therefore

Ĵ_0 = J_0 + m³ J_t − m² J_3,
Ĵ_1 = J_1 − 3m² J_t + 2m J_3,
Ĵ_nn = J_nn + 2m J_t,
Ĵ_2 = J_2 + m J_t.

The energies in the manuscript's example come from a model with round parameters, in meV/site: J_0 = −20, J_1 = 5, J_nn = 20, J_2 = −3, J_t = 8 and J_3 = 4. At m = 0.6,

Ĵ_2 = −3 + 0.6 × 8 = +1.8,
Ĵ_nn = 20 + 1.2 × 8 = 29.6,
Ĵ_1 = 5 − 1.08 × 8 + 1.2 × 4 = 1.16.

The true 2nn interaction is negative: taken alone, this term favours like neighbours. The fit reverses its sign, although every energy is correct. The fitted numbers are therefore not the interactions J_α, and the sign of J_2 cannot be read from them.

The reversal has a simple origin. In an alloy rich in +1, the third site of a triplet is usually +1, and the triplet then acts on the other two much as a pair would. At m = 0 this mean effect disappears and so does the bias. The fitted 2nn value passes through zero at m = 3/8. Fits at m = −0.6, 0 and 0.6 give −7.8, −3.0 and +1.8 meV/site, which looks like a composition-dependent pair interaction although every J in the model is constant.

There is a reading in which the fitted numbers are correct. Collecting the terms of the full energy in the basis of d shows that the coefficient of D_2 is J_2 + m J_t. The fit has found the coefficients of the expansion centred on this alloy, rewritten in terms of s.

The 2nn coefficient also has a physical meaning. On a long ring in the limit of high temperature T, with a field holding the mean spin at m, the leading correlation between second neighbours is

⟨d_0 d_2⟩ ≈ −v² (J_2 + m J_t)/(k_B T).

At m = 0.6 this is negative, so in that limit second neighbours in this alloy do tend to be unlike, because of the triplet. The tendency belongs to this composition, and at lower temperature the other interactions can change its sign: for these parameters the correlation is already positive at k_B T = 100 meV, about 1160 K. What fails is the identification of the fitted numbers with J_α = ⟨E s_α⟩.

**A small residual does not help**

On the random alloy the residual is J_t D_t + J_3 D_3. Its two parts are uncorrelated, with ⟨D_t²⟩ = v³/N and ⟨D_3²⟩ = v²/N, so its mean square is

(J_t² v³ + J_3² v²)/N.

At m = 0.6, v = 0.64 and this is (64 × 0.262 + 16 × 0.410)/12 = 1.94, whose root is 1.39 meV/site, reported as 1.4. As |m| approaches 1, v goes to zero and the residual vanishes, while the 2nn bias grows in magnitude towards |J_t|. A smaller residual then accompanies a larger 2nn bias. At |m| = 1 itself one configuration is left, G is singular and the fit is undefined.

It would also be wrong to "repair" the model by inserting the true kept values. With these, the error on the training set is

e − A J_A = (e − A Ĵ) + A b.

The cross term vanishes by the normal equations, so the mean-square error rises by bᵀ G b. Here the rms error goes from 1.39 to 5.05 meV/site. For alloys like those in the training set, the biased numbers are the best predictors with these four terms.

The price appears elsewhere. Over all configurations with equal weight, the error of the biased fit is B J_B − A b. The two parts are now uncorrelated, and each nonempty correlation has mean square 1/N, so the mean-square error is

(J_t² + J_3²)/N + b_0² + (b_1² + b_nn² + b_2²)/N.

With b = (0.288, −3.84, 9.6, 4.8) this is 6.67 + 0.08 + 10.83 = 17.58, an rms error of 4.19 meV/site. The true kept values give √6.67 = 2.58.

**Would uniform sampling cure it?**

The natural reply is to sample uniformly. For equal weights on all configurations, and clusters with N distinct translates,

⟨Π_α Π_β⟩ = (1/N²) Σ_ij ⟨s_(α+i) s_(β+j)⟩ = δ_αβ/N,

because for each i one j matches if α and β are the same type, and none does otherwise. The constant is orthogonal to all of these. Thus Aᵀ W B = 0 and the fit returns −20, 5, 20 and −3. The remedy is sound, but "uniform" is easily replaced by something else.

*Uniform in composition.* Suppose each number of −1 atoms from 0 to 12 is equally likely, and all arrangements at that number are too. A configuration with k such atoms then has probability 1/[(N+1) C(N,k)], with C(N,k) the binomial coefficient. This equals the integral of p^k (1−p)^(N−k) over p from 0 to 1, so the set is a mixture of random alloys with m = 1 − 2p uniform between −1 and 1. Products of two and of four different spins average to ⟨m²⟩ = 1/3 and ⟨m⁴⟩ = 1/5.

The third pair can now be imitated by the other pairs. In the N² = 144 terms of ⟨Π_a Π_b⟩, two pairs of the same type coincide 12 times, share one site 24 times and are disjoint 108 times. Pairs of different type share one site 48 times and are disjoint 96 times. After subtraction of the product of means, 1/9 = 16/144,

same type: (12 + 24/3 + 108/5 − 16)/144 = 25.6/144,
different type: (48/3 + 96/5 − 16)/144 = 19.2/144.

By symmetry nn and 2nn receive the same coefficient z, and the regression requires 25.6 z + 19.2 z = 19.2, so z = 3/7. The fitted 2nn value is −3 + 4 × 3/7 = −1.29 meV/site, less than half the true magnitude. The triplet goes to the point term with coefficient 0.6, raising it from 5 to 9.8. An even spread over composition is thus far from uniform over configurations.

*One of each distinct structure.* Rotations and reflections reduce the 4096 configurations to 224 distinct structures. Listing each once gives symmetric structures, which have few copies, too much weight. The fit returns 5.63 for the point term and 20.52 for the nn pair. Weighting each structure by its number of copies restores the full average, since energy and correlations are the same for all copies, and the bias disappears.

*Low-energy structures.* The 30 lowest-energy distinct structures give a point term of −1.8 instead of 5, again with the wrong sign. Their rms residual, 1.67 meV/site, is below the 2.58 of the unbiased fit.

*A cell that is too small.* On a ring of four sites, the third neighbour on one side is the first neighbour on the other, so Π_3 = Π_nn. All 16 configurations, equally weighted, give an nn interaction of 20 + 4 = 24 meV/site. This is the correct value of ⟨E s_0 s_1⟩ for the four-site ring, but not the nn interaction of a longer ring. Even uniform sampling cannot separate the two contributions, because in this cell Π_3 and Π_nn are the same.

*A finite random sample.* For n independent uniform draws, let φ be the vector of kept correlations and r = J_t Π_t + J_3 Π_3 the omitted energy. The error of the fit is

Ĵ − J_A = G_n⁻¹ (1/n) Σ_k φ_k r_k,

where G_n is the sample value of G. For large n, G_n may be replaced by G, and the error becomes the mean of n independent terms G⁻¹ φ_k r_k. Since ⟨φ r⟩ = 0, these average to zero; the fluctuation of G_n leaves a mean shift of order 1/n, small beside the scatter of order 1/√n. The covariance is

G⁻¹ ⟨φ φᵀ r²⟩ G⁻¹ / n.

For the constant this is ⟨r²⟩/n, a scatter of 2.58/√400 = 0.129 meV/site at n = 400. For the 2nn pair the predicted scatter is 0.46 at n = 400 and 0.23 at n = 1600; 1500 repeated samples gave 0.47 and 0.23. A single sample therefore still carries a bias of its own, of either sign, whose rms size over samples is about 15 % of |J_2| at n = 400, even with noise-free energies.

**Uniform sampling is not necessary**

The condition concerns Aᵀ W B alone, so a smaller designed set can meet it. Number the sites 0 to 11 and keep the configurations in which the spin product is +1 on each of three groups: {0,1,2,3,4,5}, {6,7,8,9,10,11} and {0,1,2,6,7,8}. This leaves 4096/8 = 512. Calling the three products h_1, h_2 and h_3, the set is selected by the factor

(1 + h_1)(1 + h_2)(1 + h_3)/8.

Multiplied out, it contains 1 and seven spin products, six on six sites and one on all twelve. A cluster product averages to zero over the set unless its sites match one of these. A kept cluster times an omitted one involves at most 2 + 3 = 5 different sites, and at least one, so every entry of Aᵀ W B vanishes. The fit returns the true values from one eighth of the configurations.

Its residual is nevertheless larger, 3.46 against 2.58 meV/site. Two triplets can together fill one of the six-site groups, and their product is then +1 throughout the set. This happens for 12 ordered pairs of triplets and raises the mean square of Π_t from 12/144 to 24/144. The mean-square residual becomes (2 × 64 + 16)/12 = 12, whose root is 3.46. Two unbiased fits can thus have different residuals, while the biased fit at m = 0.6 has a smaller one than either, 1.39 meV/site. The size of the residual is no measure of the bias.

**What the manuscript should do**

The fit may stand as a predictor for random alloys near m = 0.6. The statement about second neighbours should be withdrawn, or restated as one about the expansion centred on that alloy. To claim more, the manuscript should compute Z for the clusters it suspects of having been omitted. This needs the structures and weights but no further energies. A column of Z that is zero means that its cluster does not bias the present fit. A nonzero column shows which fitted interactions would absorb it, and by how much per unit of omitted interaction. Such a cluster should be included, if its correlation on the training structures is not a linear combination of the kept ones, or the training set changed until the column is small. Four-site cells alone cannot distinguish the third pair from the nn pair, so structures of another period, in which Π_3 and Π_nn differ, must be added before the third pair can be included in the fit. After any such change Z must be computed again, because removing one bias can expose another. At m = 0.6 the triplet and the third pair shift the point term in opposite directions, by −8.64 and +4.8 meV/site. Including the triplet alone removes the first shift and leaves a point bias of +4.8, larger in magnitude than the −3.84 before. The numerical output lists the alias coefficients for four of the biased training sets.

Computed results

```
Ring sites: 12; configurations: 4096; distinct: 224
Balanced subset: 512 configurations; low-energy set: 30
Interactions in meV/site; order: constant, point, nn, 2nn
True kept:  -20.000    5.000   20.000   -3.000
True omitted (triplet, third pair):    8.000    4.000
Fitted interactions | rms residual on training set (meV/site)
all configurations              -20.000    5.000   20.000   -3.000 | 2.582
balanced subset                 -20.000    5.000   20.000   -3.000 | 3.464
distinct, multiplicity weights  -20.000    5.000   20.000   -3.000 | 2.582
distinct, once each             -19.946    5.630   20.523   -2.843 | 2.910
even over composition           -19.810    9.800   21.714   -1.286 | 2.900
random alloy m=0.6              -19.712    1.160   29.600    1.800 | 1.394
lowest-energy distinct          -22.025   -1.761   18.461   -3.829 | 1.671
Alias matrix columns (dimensionless), same order
distinct, once each, triplet:      0.000    0.079    0.000    0.000
distinct, once each, third pair:   0.014    0.000    0.131    0.039
even over composition, triplet:      0.000    0.600    0.000    0.000
even over composition, third pair:   0.048    0.000    0.429    0.429
random alloy m=0.6, triplet:      0.216   -1.080    1.200    0.600
random alloy m=0.6, third pair:  -0.360    1.200    0.000    0.000
lowest-energy distinct, triplet:     -0.274   -0.961   -0.040    0.474
lowest-energy distinct, third pair:   0.041    0.232   -0.304   -1.156
Random alloys: mean spin, fitted interactions (meV/site)
m = -0.6:  -23.168   -8.440   10.400   -7.800
m = -0.3:  -20.576    0.440   15.200   -5.400
m =  0.0:  -20.000    5.000   20.000   -3.000
m =  0.3:  -20.144    5.240   24.800   -0.600
m =  0.6:  -19.712    1.160   29.600    1.800
Mean spin where fitted 2nn vanishes: 0.375
Bias at m=0.6 (meV/site):    0.288   -3.840    9.600    4.800
Rms prediction errors (meV/site)
m=0.6 fit on m=0.6 alloy: 1.394
true kept values on m=0.6 alloy: 5.054
true kept values on all configurations: 2.582
m=0.6 fit on all configurations: 4.193
Four-site ring, all 16 configurations (meV/site):  -20.000    5.000   24.000   -3.000
Uniform random samples, 1500 repeats (meV/site)
n=400 predicted scatter:    0.129    0.516    0.516    0.462
n=400 observed scatter:     0.129    0.512    0.516    0.470
n=400 mean shift:           0.000   -0.019   -0.006   -0.007
n=1600 predicted scatter:    0.065    0.258    0.258    0.231
n=1600 observed scatter:     0.063    0.255    0.253    0.228
n=1600 mean shift:          -0.001   -0.012   -0.007    0.000
```
